# Computing the independent-particle polarizability with tetrahedra and a projected frequency mesh, part 2

We compute the head element of the independent-particle polarizability at $T=0$, with spin degeneracy and time reversal, in Hartree atomic units:

$$\chi(z)=2\int\frac{d^3k}{(2\pi)^3}\sum_{nn'}\frac{(f-f')\,m}{z-\Delta}.$$

Here $f,f'$ are the occupations of $n\mathbf k$ and $n'\mathbf k+\mathbf q$, $\Delta$ is the transition energy, $m=|\langle n'\mathbf k+\mathbf q|e^{i\mathbf q\cdot\mathbf r}|n\mathbf k\rangle|^2$ and $\mu$ is the chemical potential. Equivalently,

$$\chi(z)=\int_0^\infty S(\omega)\left[\frac1{z-\omega}-\frac1{z+\omega}\right]d\omega,\qquad S(\omega)=2\int\frac{d^3k}{(2\pi)^3}\sum_{nn'}f(1-f')\,m\,\delta(\omega-\Delta).$$

For $\omega>0$, $\operatorname{Im}\chi(\omega+i0)=-\pi S(\omega)$. At large $|z|$, $\chi=2M_1/z^2+2M_3/z^4+\dots$ with $M_p=\int_0^\infty\omega^pS\,d\omega$. For electron density $n$ and a local potential, closure over all $n'$ gives $\sum_{n'}m\Delta=\mathbf q\cdot\mathbf v_{n\mathbf k}+\tfrac12q^2$, with $\mathbf v_{n\mathbf k}$ the velocity, and hence the f-sum rule

$$M_1=\tfrac12 nq^2 .$$

The k-mesh has cubes of side $h_k$, each cut into six Kuhn tetrahedra with linear interpolation and clipped to $f(1-f')=1$. For free electrons a whole cube adds to $S$ a box of width $s=qh_k$.

On the frequency mesh $\omega_j$, $\tilde S=\sum_jS_j\Lambda_j$. The hat $\Lambda_j$ is 1 at $\omega_j$ and falls linearly to 0 at both neighbours, at distances $h_-,h_+$ (both $h$ if uniform). It has area $A_j=(h_-+h_+)/2$ and centroid $c_j=\omega_j+(h_+-h_-)/3$. The node $j=0$ is dropped. Point sampling sets $S_j=S(\omega_j)$; projection uses $W_j=\int\Lambda_jS\,d\omega$ and $S_j=W_j/h$ or, rescaled to preserve $M_1$ on a nonuniform mesh,

$$S_j=\frac{\omega_jW_j}{c_jA_j}.$$

On a uniform mesh projection shifts $M_3$ by $h^2M_1$ to leading order, half from forming $W_j$ and half from interpolating. Point sampling gives

$$\tilde M_1-M_1=-\sum_{c>0}\sum_pJ_p\,(-h)^{p+1}\frac{B_{p+1}(x_c)}{(p+1)!},\qquad x_c=\operatorname{frac}(c/h),$$

where $J_p$ is the jump at $c$ of the $p$-th derivative of $F=\omega S$ and $B_N$ are Bernoulli polynomials, with $B_2=x^2-x+\tfrac16$.

## The transform of a hat

Define $H_j(z)=\int\Lambda_j(\omega)/(z-\omega)\,d\omega$, a dimensionless function of ratios such as $(z-\omega_j)/h$. With $L(u)=u\ln u$, $\partial_\omega L(z-\omega)=-\ln(z-\omega)-1$ and $\partial^2_\omega L(z-\omega)=1/(z-\omega)$. For $\operatorname{Im}z>0$ the principal logarithm is smooth along the real $\omega$ axis. Integrate by parts twice. The second derivative of a hat is three delta functions with the slope jumps $1/h_-$, $-(1/h_-+1/h_+)$, $1/h_+$, so

$$H_j(z)=\frac{L(z-\omega_{j-1})}{h_-}-\Big(\frac1{h_-}+\frac1{h_+}\Big)L(z-\omega_j)+\frac{L(z-\omega_{j+1})}{h_+}.$$

The antiresonant term is $-\int\Lambda_j/(z+\omega)\,d\omega=H_j(-z)=H_j(-z^*)^*$, because the hat is real, and $-z^*$ is again in the upper half plane. Therefore

$$\chi(z)=\sum_{j\ge1}S_jK_j(z),\qquad K_j(z)=H_j(z)+H_j(-z^*)^* .$$

On the real axis $\ln(u+i0)=\ln|u|+i\pi\theta(-u)$ and $L(0)=0$, so no broadening is needed and $K_j$ is finite at the nodes. At its own node on a uniform mesh $H_j=\ln h-(\ln h+i\pi)=-i\pi$, as $\operatorname{Im}\chi=-\pi S$ demands. For $z=i\nu$ the kernel is $-2\omega/(\omega^2+\nu^2)$. The function $R=-\omega\ln(\omega^2+\nu^2)-2\nu\arctan(\omega/\nu)$ has $R'=-\ln(\omega^2+\nu^2)-2(\omega^2+\nu^2)/(\omega^2+\nu^2)$ and $R''=-2\omega/(\omega^2+\nu^2)$, so $K_j(i\nu)$ is the same second difference applied to $R$.

Far from the hat, with $u=z-\omega_j$, terms of size $|u\ln u|/h$ cancel to leave $h/|u|$, and the relative rounding error grows like $(|u|/h)^2|\ln u|$. There expand $1/(u-x)=\sum_Nx^N/u^{N+1}$. The right flank gives $\int_0^{h_+}(1-x/h_+)x^Ndx=h_+^{N+1}[\tfrac1{N+1}-\tfrac1{N+2}]$, the left flank the same with $h_-$ and a sign $(-1)^N$:

$$H_j=\sum_{N\ge0}\frac{h_+^{N+1}+(-1)^Nh_-^{N+1}}{(N+1)(N+2)\,u^{N+1}} .$$

The numerical check uses 19 terms for $|u|>8\max(h_-,h_+)$. At $|u|/h\approx10^5$ the error relative to 30-digit quadrature is $2.0\times10^{-5}$ for the logarithms and $1.1\times10^{-16}$ for the series. It also tests the kernels against quadrature, the delta weights against finite differences of clipped volumes, and clipping with projection against Monte Carlo sampling.

## Electron gas

Here $S$ is known exactly. The delta function fixes $k_x=\omega/q-q/2$ and gives $1/q$. In that plane $f=1$ on a disc of squared radius $k_F^2-k_x^2$, from which $f'=1$ removes a disc of squared radius $k_F^2-(k_x+q)^2$. With the prefactor $2\pi/(8\pi^3q)$,

$$S=[P_1]_+-[P_2]_+,\qquad P_{1,2}=\frac{k_F^2-(\omega/q\mp q/2)^2}{4\pi^2q},$$

where $[\cdot]_+$ is the positive part. For $q<2k_F$, $S=\omega/(2\pi^2q)$ up to $\omega_-=qk_F-q^2/2$, and $S$ ends at $\omega_+=qk_F+q^2/2$. For $\chi$ itself the kernel is odd in $\Delta$, so $f(1-f')$ may be replaced by $f$. Put $k_x=k_Fx$ and $\nu_\pm=z/(qk_F)\pm q/(2k_F)$; the kernel is $[1/(\nu_--x)-1/(\nu_++x)]/(qk_F)$, and $x\to-x$ in the second term. From $1-x^2=(1-\nu^2)+(\nu-x)(\nu+x)$ one gets $\int_{-1}^1\frac{1-x^2}{\nu-x}dx=4\Psi(\nu)$ with $\Psi=\frac\nu2+\frac{1-\nu^2}4\ln\frac{\nu+1}{\nu-1}$. The prefactor is $4\cdot2\pi k_F^3/(8\pi^3qk_F)=N_0k_F/q$ with $N_0=k_F/\pi^2$, which gives the Lindhard function $\chi=N_0(k_F/q)[\Psi(\nu_-)-\Psi(\nu_+)]$.

Take $r_s=4$ bohr, $k_F=0.479790$ bohr$^{-1}$, $q=k_F/2=0.239895$ bohr$^{-1}$, $n=3.730194\times10^{-3}$ bohr$^{-3}$, $N_0=0.048613$ Ha$^{-1}$bohr$^{-3}$. Then $M_1=3.730194\times10^{-3}\times0.239895^2/2=1.073354\times10^{-4}$ Ha/bohr³. The meshes are $h_k=k_F/16=0.029987$ bohr$^{-1}$ and $h=0.004$ Ha with 41 nodes; clipping leaves 77888 tetrahedra.

In a Kuhn tetrahedron each coordinate takes two values, so the interpolant of $k_x^2/2$ is the one-dimensional chord, too high by $e_x=x(h_k-x)/2\in[0,h_k^2/8]$ at distance $x$ from the left face, with mean $h_k^2/12$. On a sphere the area is uniform in $k_x$, and $2k_F$ spans whole cells, so to leading order $\mu$ rises by $3h_k^2/12=h_k^2/4=2.2480\times10^{-4}$ Ha. The fit gives $2.2479\times10^{-4}$ Ha. Each squared disc radius then shifts by $h_k^2/2-2(e_x+e_y+e_z)\in[-h_k^2/4,h_k^2/2]$, so the error of $S$ is bounded by $0.75h_k^2/(4\pi^2q)$ at this order; the test uses 0.8. The rms deviation from the exact $S$ is $2.01\times10^{-5}$ on the $k_F/8$ mesh and $3.44\times10^{-6}$ Ha$^{-1}$bohr$^{-3}$ on the $k_F/16$ mesh, a ratio of 5.8 where second order gives 4. Below $\omega_-$ the terms $h_k^2/2-2e_x$ cancel between the two discs, but most of the rms comes from above $\omega_-$, so this cancellation does not explain the larger ratio. One pair of meshes at 41 fixed frequencies does not fix the order of convergence.

Relative to $nq^2/2$, the projected weights miss the sum rule by $2.2\times10^{-15}$ and the sampled ones by $-8.08\times10^{-4}$. The kinks of $S$ explain the latter. At both edges the slope of the vanishing parabola is $-(2k_F/q)/(4\pi^2q)=-4/9.4707$. Since $F$ changes by $+\omega P_2$ at $\omega_-=0.086324$ Ha and by $-\omega P_1$ at $\omega_+=0.143874$ Ha, $J_1=-0.03646$ and $+0.06077$. The positions $21.581$ and $35.9685$ in units of $h$ give $B_2=-0.0768$ and $0.1362$. The error is $-8\times10^{-6}(0.00280+0.00827)=-8.86\times10^{-8}$, or $-8.25\times10^{-4}$ of $M_1$. With the terms $p=2,3$ the formula gives $-8.2464\times10^{-4}$, and so does direct sampling of the exact $S$. Moving $q$ off the mesh, $q=0.47k_F$ on the $k_F/8$ mesh, breaks the symmetry and leaves $-6.63\times10^{-5}$ from the k-mesh alone. Projection raises $M_3=9.42046\times10^{-7}$ by $1.718\times10^{-9}$, against $h^2M_1=1.717\times10^{-9}$ Ha³/bohr³.

| $z$ (Ha) | point | projected | Lindhard |
|---|---|---|---|
| 0 | −0.97832 | −0.97835 | −0.97890 |
| 0.04 | −0.84564−0.54596i | −0.84563−0.54593i | −0.84628−0.54589i |
| 0.115 | 0.54172−0.68903i | 0.54072−0.68863i | 0.54253−0.68925i |
| 0.2 | 0.14464 | 0.14486 | 0.14475 |
| 0.1i | −0.24986 | −0.24993 | −0.25006 |
| 0.5i | −0.01706 | −0.01707 | −0.01707 |

The entries are $\chi/N_0$. Inside the continuum, at 0.115 Ha, projection is the less accurate: its real part is off by $1.8\times10^{-3}N_0$, that of sampling by $0.8\times10^{-3}N_0$. Projection smooths twice, in forming $W_j$ and in interpolating, as the two halves of the $M_3$ shift show. At $\nu=0.5$ Ha the expansion gives $-2M_1/(\nu^2N_0)=-0.01766$, and the factor $1-M_3/(M_1\nu^2)=1-0.0351$ brings it to $-0.01704$, near the tabulated value.

The random-phase plasmon solves $1=(4\pi/q^2)\operatorname{Re}\chi$; the term $2M_1/\omega^2$ alone gives $\sqrt{4\pi n}=0.216506$ Ha. The root is 0.236873 Ha (6.4456 eV) for the Lindhard function, 0.236917 Ha (6.4468 eV) projected and 0.236796 Ha (6.4436 eV) sampled; the digits serve the comparison of meshes. With $\chi\propto\omega^{-2}$, $\delta\omega\approx(\omega/2)\,\delta\chi/\chi$. The $M_3$ shift then predicts $+h^2/(2\omega)=3.4\times10^{-5}$ Ha against the observed $+4.4\times10^{-5}$ Ha, and the lost $M_1$ predicts $-9.6\times10^{-5}$ Ha against $-7.7\times10^{-5}$ Ha. These leading-moment estimates give sign and size only.

## A metal with matrix elements

Take a simple-cubic model, $a=6$ bohr, potential $2V_0\sum_i\cos Gx_i$ with $V_0=0.1$ Ha and $G=2\pi/a=1.047198$ bohr$^{-1}$, one electron per cell, $q=G/4=0.261799$ bohr$^{-1}$ along $x$, 11 plane waves per axis. The Hamiltonian is a sum of three one-dimensional ones, so $e^{iqx}$ changes only the $x$ band index, $m$ and $\Delta$ depend on $k_x$ alone, and the labels do not cross, although the gaps above the third $x$ band are much smaller than the change of energy across a mesh cell. Only the lowest band is occupied, with $\mu=-0.02029$ Ha on the $32^3$ mesh and $-0.02030$ Ha from a fine direct sum. The target is $nq^2/2=0.261799^2/(2\cdot216)=1.586549\times10^{-4}$ Ha/bohr³. At $k_x=0.2$ bohr$^{-1}$ the closure sum, averaged over $\pm q$ to remove the velocity, is 1.0000000000 times $q^2/2$; a separable nonlocal term of strength $-0.1$ Ha raises it to 1.15051.

With one to five final bands the recovered fraction of $nq^2/2$ is 0.27224, 0.93639, 0.99856, 1.00107, 1.00111, and bands six to eleven add $4.8\times10^{-7}$. These are values for the $32^3$ mesh; refining it moves each by about $10^{-3}$, to 0.2732, 0.9351, 0.9975, 1.0000, 1.0000. The intraband transitions hold about a quarter of the rule. The sum ends above one because $m$ and $\Delta$ are interpolated separately: the excess is $4.389\times10^{-3}$ on $16^3$ and $1.110\times10^{-3}$ on $32^3$, a ratio of 3.95 as for second order, and it falls to $1.3\times10^{-15}$ when $m\Delta$ is interpolated. The printed output does not resolve the excess by band. The converged fractions show its effect: three bands fall short of the rule by $2.5\times10^{-3}$, and on the $32^3$ mesh about $1.0\times10^{-3}$ of this truncation deficit is hidden by the k-mesh error, which gives the 0.99856 above.

The frequency mesh is $\omega_j=0.02(e^{0.04j}-1)$ Ha, 132 nodes up to 3.753 Ha. For $\omega_j=\alpha(e^{\beta j}-1)$, $h_+-h_-=\alpha e^{\beta j}(2\cosh\beta-2)\approx(\omega_j+\alpha)\beta^2$, so $S_j=W_j/A_j$ overshoots $M_1$ by somewhat more than $\beta^2/3=5.3\times10^{-4}$. The result is 1.00175 against 1.00111, and rescaling by $\omega_j/c_j$ restores 1.00111.

Point sampling recovers only 0.86495, a loss of 13.6 % of the k-mesh value, far beyond the kink error of the gas. Since $\Delta$ depends on $k_x$ alone, each layer of cells contributes a box-like line as in the cube example, and at an extremum of $\Delta(k_x)$ the lines become narrow and tall: the interpolated contribution to $S$ begins (at a minimum) or ends (at a maximum) with a step where the exact one, proportional to $1/|d\Delta/dk_x|$, diverges as an inverse square root. That such lines falling between nodes cause the loss is a conjecture; the program does not isolate them. As in the cube example, a line narrower than the spacing is either missed or overweighted, so the size and even the sign of the error depend on where the nodes fall, and 13.6 % belongs to this particular mesh. Extrema on whole planes are a feature of this separable model.

| $\nu$ (Ha) | point | projected, rescaled | fine sum |
|---|---|---|---|
| 0.01 | −6.526×10⁻² | −6.900×10⁻² | −6.894×10⁻² |
| 0.05 | −2.250×10⁻² | −2.460×10⁻² | −2.465×10⁻² |
| 0.2 | −3.345×10⁻³ | −3.872×10⁻³ | −3.880×10⁻³ |
| 1.0 | −2.507×10⁻⁴ | −2.915×10⁻⁴ | −2.913×10⁻⁴ |

The entries are $\chi(i\nu)$ in Ha$^{-1}$bohr$^{-3}$ with five final bands; the fine sum evaluates the definition with all eleven. Relative to it the projected values differ by 0.06 to 0.22 %, inside the 1 % that is tested, while the sampled ones are too small in magnitude by 5.3 % at $\nu=0.01$ Ha and 13.9 % at $\nu=1$ Ha. At large $\nu$ the deficit approaches that of the first moment, as $\chi\to-2M_1/\nu^2$ requires.

## Values computed for the example and the checks

```
rel. error of H at |u|/h ~ 1e5: logarithms 2.0e-05, series 1.1e-16
A: rs=4.0 bohr, kF=0.479790 1/bohr, q=0.239895 1/bohr, n=3.730194e-03 1/bohr^3
A: N0=0.048613 1/(Ha bohr^3), edges w-=0.086324 Ha, w+=0.143874 Ha
A: hk=0.029987 1/bohr, hw=0.004 Ha, nodes=41, clipped tetrahedra=77888
A: mu shift=2.2479e-04 Ha, hk^2/4=2.2480e-04 Ha
A: rms error of S: hk=kF/8 2.01e-05, kF/16 3.44e-06 1/(Ha bohr^3)
A: n q^2/2=1.073354e-04 Ha/bohr^3
A: rel. f-sum error: point -8.08e-04, projected 2.2e-15
A: rel. f-sum error, exact S sampled -8.2464e-04, kink formula -8.2464e-04
A: rel. f-sum error, q=0.47 kF off the kF/8 mesh -6.63e-05
A: M3=9.42046e-07, shift=1.718e-09, hw^2 M1=1.717e-09 Ha^3/bohr^3
A: chi/N0 (dimensionless): z in Ha | point | projected | Lindhard
   0.0 | -0.97832+0.00000i | -0.97835+0.00000i | -0.97890-0.00000i
   0.04 | -0.84564-0.54596i | -0.84563-0.54593i | -0.84628-0.54589i
   0.115 | 0.54172-0.68903i | 0.54072-0.68863i | 0.54253-0.68925i
   0.2 | 0.14464+0.00000i | 0.14486+0.00000i | 0.14475-0.00000i
   0.02j | -0.73669+0.00000i | -0.73673+0.00000i | -0.73712-0.00000i
   0.1j | -0.24986+0.00000i | -0.24993+0.00000i | -0.25006+0.00000i
   0.5j | -0.01706+0.00000i | -0.01707+0.00000i | -0.01707+0.00000i
A: sqrt(4 pi n)=0.216506 Ha
A: RPA plasmon, point: 0.236796 Ha = 6.4436 eV
A: RPA plasmon, projected: 0.236917 Ha = 6.4468 eV
A: RPA plasmon, Lindhard: 0.236873 Ha = 6.4456 eV
B: a=6.0 bohr, V0=0.1 Ha, G=1.047198 1/bohr, q=0.261799 1/bohr, plane waves per axis=11
B: n q^2/2=1.586549e-04 Ha/bohr^3, mu tetrahedra=-0.02029 Ha, mu fine sum=-0.02030 Ha
B: closure sum/(q^2/2) at kx=0.2 1/bohr: local 1.0000000000, nonlocal (-0.1 Ha) 1.15051
B: f-sum fraction, 1..5 final bands: 0.27224 0.93639 0.99856 1.00107 1.00111
B: share of final bands 6..11: 4.8e-07
B: gap from separate m, D: 16^3 4.389e-03, 32^3 1.110e-03; with m*D linear 1.3e-15
B: mesh w_j=0.02(exp(0.04 j)-1) Ha, nodes=132, top=3.753 Ha
B: f-sum fraction: point 0.86495, projected 1.00175, rescaled 1.00111
B: chi(i nu) in 1/(Ha bohr^3): nu in Ha | point | projected | fine sum
   0.01 | -6.52616e-02 | -6.90009e-02 | -6.89386e-02
   0.05 | -2.25041e-02 | -2.45980e-02 | -2.46530e-02
   0.2 | -3.34463e-03 | -3.87223e-03 | -3.87965e-03
   1.0 | -2.50690e-04 | -2.91474e-04 | -2.91287e-04
```
